# Why Hartree-Fock Orbital Energies Do Not Sum to the Total Energy: test program

```python
# Result under test: for a closed-shell Hartree-Fock determinant
#     sum of occupied orbital energies = E - V_nn + V_ee,
# so the sum contains the electron repulsion V_ee twice.
# For helium: eps = h + J, E = 2h + J, and 2 eps - E = J.
# h   : kinetic + nuclear-attraction energy of one electron in its orbital
# J   : Coulomb repulsion between the two 1s electrons
# eps : orbital energy; E : total energy; V_nn : nuclear repulsion
# All energies are in hartree unless a label says eV.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from pyscf import ao2mo, fci, gto, scf

EV = physical_constants["Hartree energy in eV"][0]
Z = 2.0


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---- Helium in normalized Slater functions u(r) = 2 a^(3/2) r exp(-a r) ----
exponents = np.array([1.3, 2.0, 3.0, 4.5, 6.5, 9.0])
norms = 2.0 * exponents**1.5
pair_exp = exponents[:, None] + exponents[None, :]
pair_norm = np.outer(norms, norms)
overlap = pair_norm * 2.0 / pair_exp**3
kinetic = pair_norm * np.outer(exponents, exponents) / pair_exp**3
core = kinetic - Z * pair_norm / pair_exp**2
p = pair_exp[:, :, None, None]
q = pair_exp[None, None, :, :]
repulsion = (2.0 / q**3 * (1.0 / p**2 - 1.0 / (p + q)**2)
             - 2.0 / (q**2 * (p + q)**3))
repulsion = repulsion * pair_norm[:, :, None, None] * pair_norm[None, None]


def solve_helium(strength=1.0):
    """Self-consistent solution with the repulsion multiplied by strength."""
    orbital = eigh(core, overlap)[1][:, 0]
    for _ in range(80):
        field = strength * np.einsum("ijkl,k,l->ij", repulsion,
                                     orbital, orbital)
        levels, vectors = eigh(core + field, overlap)
        orbital = vectors[:, 0]
    one_body = orbital @ core @ orbital
    coulomb = np.einsum("ijkl,i,j,k,l", repulsion,
                        orbital, orbital, orbital, orbital)
    energy = 2.0 * one_body + strength * coulomb
    return energy, levels[0], orbital


E, eps, coefficients = solve_helium()

# Energy parts recomputed from the orbital on a radial grid.
r = np.linspace(0.0, 25.0, 20001)
u = (norms * coefficients) @ (r * np.exp(-np.outer(exponents, r)))
density = u**2


def integral(values):
    return float(CubicSpline(r, values).integrate(r[0], r[-1]))


def over_r(values):
    return np.divide(values, r, out=np.zeros_like(r), where=r > 0)


slope = CubicSpline(r, u)(r, 1)
T_one = 0.5 * integral(slope**2)
attraction_one = -Z * integral(over_r(density))
h = T_one + attraction_one
charge_inside = CubicSpline(r, density).antiderivative()(r)
J = 2.0 * integral(over_r(density * charge_inside))

assert abs(integral(density) - 1.0) < 1e-7
assert abs(eps - (h + J)) < 1e-6
assert abs(E - (2.0 * h + J)) < 1e-6
assert abs((2.0 * eps - E) - J) < 1e-6
assert abs(E - (eps + h)) < 1e-6
# The values named in the claim, to their three printed decimals.
assert abs(2.0 * eps + 1.836) < 6e-4
assert abs(E + 2.862) < 6e-4

# Repulsion measured as the response of E to the repulsion strength.
step = 0.01
response = (solve_helium(1.0 + step)[0]
            - solve_helium(1.0 - step)[0]) / (2.0 * step)
assert abs(response - (2.0 * eps - E)) < 2e-6

# The relaxed one-electron ion has the hydrogen-like energy -Z^2/2.
E_ion = eigh(core, overlap, eigvals_only=True)[0]
assert abs(E_ion + Z**2 / 2.0) < 1e-8
assert E_ion < h

print("HELIUM, Hartree-Fock in six Slater functions")
show("kinetic energy of one electron", T_one)
show("nuclear attraction of one electron", attraction_one)
show("h, one electron without repulsion", h)
show("2h", 2.0 * h)
show("J by radial quadrature", J)
show("eps", eps)
show("2 eps", 2.0 * eps)
show("E", E)
show("2 eps - E", 2.0 * eps - E)
show("dE/d(strength) at full repulsion", response)
show("(2 eps - E)/|E|", 100.0 * (2.0 * eps - E) / abs(E), "percent", 1)
show("2 eps in eV", 2.0 * eps * EV, "eV", 2)
show("E in eV", E * EV, "eV", 2)
show("J in eV", J * EV, "eV", 2)
show("first removal cost, frozen orbital", -eps)
show("second removal cost, frozen orbital", -h)
show("relaxed ion energy", E_ion)
show("first removal cost, relaxed ion", E_ion - E)
show("second removal cost, relaxed ion", -E_ion)

# ---- One-exponential helium model, integrated symbolically ----
z, x, y = sp.symbols("z x y", positive=True)
shell = 4 * z**3 * x**2 * sp.exp(-2 * z * x)
inside = sp.integrate(sp.expand(shell.subs(x, y)), (y, 0, x))
J_model = sp.simplify(2 * sp.integrate(sp.expand(shell * inside / x),
                                      (x, 0, sp.oo)))
wave = 2 * z**sp.Rational(3, 2) * x * sp.exp(-z * x)
h_model = sp.simplify(
    sp.integrate(sp.expand(sp.diff(wave, x)**2 / 2), (x, 0, sp.oo))
    - 2 * sp.integrate(sp.expand(wave**2 / x), (x, 0, sp.oo)))
assert sp.simplify(J_model - 5 * z / 8) == 0
assert sp.simplify(h_model - (z**2 / 2 - 2 * z)) == 0
E_model = 2 * h_model + J_model
best = sp.solve(sp.diff(E_model, z), z)[0]
assert best == sp.Rational(27, 16)
h_hand, J_hand, E_hand = [float(item.subs(z, best))
                          for item in (h_model, J_model, E_model)]
assert E_hand > E
print("HELIUM, one exponential orbital")
show("best exponent", float(best), "1/bohr", 4)
show("h", h_hand)
show("J", J_hand)
show("2 eps = 2(h + J)", 2.0 * (h_hand + J_hand))
show("E", E_hand)


# ---- Many-electron expectation values in the determinant itself ----
def examine(molecule):
    """Compare orbital energies with direct determinant expectation values."""
    mf = scf.RHF(molecule)
    mf.verbose = 0
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    orbitals = mf.mo_coeff
    norb = orbitals.shape[1]
    nocc = molecule.nelectron // 2
    one = orbitals.T @ mf.get_hcore() @ orbitals
    two = ao2mo.kernel(molecule, orbitals)

    def expectation(one_body, electrons):
        shape = [fci.cistring.num_strings(norb, n) for n in electrons]
        determinant = np.zeros(shape)
        determinant[0, 0] = 1.0
        return fci.direct_spin1.energy(one_body, two, determinant,
                                       norb, electrons)

    electronic = expectation(one, (nocc, nocc))
    v_ee = expectation(np.zeros_like(one), (nocc, nocc))
    v_nn = molecule.energy_nuc()
    total = electronic + v_nn
    orbital_sum = 2.0 * mf.mo_energy[:nocc].sum()
    full = ao2mo.restore(1, two, norb)[:nocc, :nocc, :nocc, :nocc]
    coulomb = 2.0 * np.einsum("iijj->", full)
    exchange = np.einsum("ijji->", full)
    one_sum = np.trace(one[:nocc, :nocc])
    assert abs(v_ee - (coulomb - exchange)) < 1e-7
    assert abs(orbital_sum - (total - v_nn + v_ee)) < 1e-6
    assert abs(total - (0.5 * orbital_sum + one_sum + v_nn)) < 1e-6
    if nocc > 1:
        ion = expectation(one, (nocc, nocc - 1))
        assert abs(electronic - ion - mf.mo_energy[nocc - 1]) < 1e-6
    return orbital_sum, coulomb, exchange, v_ee, v_nn, total


gaussians = [[0, [0.08 * 2.2**k, 1.0]] for k in range(16)]
helium = gto.M(atom="He 0 0 0", basis={"He": gaussians}, verbose=0)
he_data = examine(helium)
# Both bases are finite; the orbital energy is less forgiving than E.
assert abs(he_data[-1] - E) < 2e-5
assert abs(he_data[0] - 2.0 * eps) < 2e-4
print("HELIUM, independent Gaussian calculation")
show("2 eps", he_data[0])
show("E", he_data[-1])

bond = 1.6
cases = [("BERYLLIUM, 6-31G", "Be 0 0 0"),
         ("LITHIUM HYDRIDE, 6-31G", f"Li 0 0 0; H 0 0 {bond}")]
for title, geometry in cases:
    data = examine(gto.M(atom=geometry, basis="6-31g", verbose=0))
    print(title)
    if ";" in geometry:
        show("bond length", bond, "angstrom", 1)
    names = ["sum of orbital energies", "Coulomb part, sum 2J_ij",
             "exchange part, sum K_ij", "V_ee", "V_nn", "E"]
    for name, value in zip(names, data):
        show(name, value)

# ---- Size of the correlation energy, for comparison with the surplus ----
reference = scf.RHF(gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0))
reference.conv_tol = 1e-12
E_reference = reference.kernel()
E_full = fci.FCI(reference).kernel()[0]
correlation = E_full - E_reference
assert correlation < 0.0
assert abs(correlation) < 0.1 * J
print("HELIUM, correlation in the cc-pVQZ basis")
show("Hartree-Fock energy", E_reference)
show("full configuration interaction energy", E_full)
show("correlation energy", correlation)
show("J / |correlation energy|", J / abs(correlation), "", 1)

print("done: every assertion held")
```

Output:

```
HELIUM, Hartree-Fock in six Slater functions
kinetic energy of one electron: 1.43070 hartree
nuclear attraction of one electron: -3.37433 hartree
h, one electron without repulsion: -1.94364 hartree
2h: -3.88727 hartree
J by radial quadrature: 1.02561 hartree
eps: -0.91802 hartree
2 eps: -1.83605 hartree
E: -2.86166 hartree
2 eps - E: 1.02561 hartree
dE/d(strength) at full repulsion: 1.02561 hartree
(2 eps - E)/|E|: 35.8 percent
2 eps in eV: -49.96 eV
E in eV: -77.87 eV
J in eV: 27.91 eV
first removal cost, frozen orbital: 0.91802 hartree
second removal cost, frozen orbital: 1.94364 hartree
relaxed ion energy: -2.00000 hartree
first removal cost, relaxed ion: 0.86166 hartree
second removal cost, relaxed ion: 2.00000 hartree
HELIUM, one exponential orbital
best exponent: 1.6875 1/bohr
h: -1.95117 hartree
J: 1.05469 hartree
2 eps = 2(h + J): -1.79297 hartree
E: -2.84766 hartree
HELIUM, independent Gaussian calculation
2 eps: -1.83591 hartree
E: -2.86168 hartree
BERYLLIUM, 6-31G
sum of orbital energies: -10.01637 hartree
Coulomb part, sum 2J_ij: 7.23295 hartree
exchange part, sum K_ij: 2.68255 hartree
V_ee: 4.55039 hartree
V_nn: 0.00000 hartree
E: -14.56676 hartree
LITHIUM HYDRIDE, 6-31G
bond length: 1.6 angstrom
sum of orbital energies: -5.50818 hartree
Coulomb part, sum 2J_ij: 5.60468 hartree
exchange part, sum K_ij: 2.14134 hartree
V_ee: 3.46334 hartree
V_nn: 0.99221 hartree
E: -7.97932 hartree
HELIUM, correlation in the cc-pVQZ basis
Hartree-Fock energy: -2.86151 hartree
full configuration interaction energy: -2.90241 hartree
correlation energy: -0.04090 hartree
J / |correlation energy|: 25.1
done: every assertion held
```
